**Hamaker energy of two spheres, its limits and the Derjaguin approximation**

For two uniform balls whose atoms attract pairwise by −C6/s⁶, the program tests E = −(A/3)[u/(1−u²) − artanh u], with u = 2R1R2/(r² − R1² − R2²) and A = π²C6ρ1ρ2. Here R1 and R2 are the radii, ρ1 and ρ2 the number densities, r the centre distance, d = r − R1 − R2 the gap and Re = R1R2/(R1+R2) the effective radius. It asserts that the closed form agrees with a five-dimensional quadrature of the double volume integral and, over several size ratios and gaps, with a separate quadrature based on spherical caps. Further assertions cover the atom–ball sum, the shell integral, the half-space energy, the parabolic-gap integral, the force, and the contact and far limits with their first corrections. For radii of 100 and 300 bohr and a gap of 15 bohr, the output gives −9.81 × 10⁻³ hartree, while the Derjaguin energy −A Re/(6d) is 1.68 times as large. For this size ratio, the Derjaguin error relative to the approximate value reaches 1% at d/Re = 0.0015 for the energy and at 0.010 for the force.

## Verification by program

```python
"""Hamaker energy of two homogeneous balls whose atoms attract by -C6/s^6.

Result under test (Hartree atomic units):
    E = -(A/3) [ u/(1-u^2) - artanh(u) ],   u = 2 R1 R2 / (r^2 - R1^2 - R2^2)
A = pi^2 C6 rho1 rho2 : Hamaker constant;  rho1, rho2 : number densities
R1, R2 : radii;  r : centre distance;  d = r - R1 - R2 : gap
Re = R1 R2/(R1 + R2) : effective radius
Contact limit (also Derjaguin's approximation): -A Re/(6 d)
Far limit: -16 A R1^3 R2^3/(9 r^6)
The reference values are quadratures of the double volume integral of s^-6.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq

pi = np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def log_rule(lower, upper):
    """Gauss points and weights on [lower, upper], uniform in the logarithm."""
    lower = np.asarray(lower, dtype=float)[..., None]
    upper = np.asarray(upper, dtype=float)[..., None]
    half = 0.5 * np.log(upper / lower)
    x = np.sqrt(lower * upper) * np.exp(half * NODES)
    return x, half * WEIGHTS * x


def atom_ball_sum(gap, R):
    """Integral of s^-6 over a ball, seen from a point at 'gap' from its surface.

    Spheres of radius s about the point cut the ball in caps of known area."""
    gap = np.asarray(gap, dtype=float)
    s, w = log_rule(gap, gap + 2 * R)
    g = gap[..., None]
    cap = pi * s * (s - g) * (g + 2 * R - s) / (g + R)
    return np.sum(w * cap / s**6, axis=-1)


def pair_sum(R1, R2, d):
    """Double volume integral of s^-6 over both balls, by cap areas."""
    g, w = log_rule(d, d + 2 * R2)
    cap = pi * (g + R1) * (g - d) * (d + 2 * R2 - g) / (R1 + R2 + d)
    return float(np.sum(w * cap * atom_ball_sum(g, R1)))


def brute_pair_sum(R1, R2, d, n=18):
    """The same integral by direct quadrature in spherical coordinates."""
    x, w = np.polynomial.legendre.leggauss(n)
    r = R1 + R2 + d
    a = (0.5 * R1 * (x + 1)).reshape(n, 1, 1, 1, 1)
    c1 = x.reshape(1, n, 1, 1, 1)
    b = (0.5 * R2 * (x + 1)).reshape(1, 1, n, 1, 1)
    c2 = x.reshape(1, 1, 1, n, 1)
    phi = (pi * (np.arange(n) + 0.5) / n).reshape(1, 1, 1, 1, n)
    p1 = a * np.sqrt(1 - c1**2)
    p2 = b * np.sqrt(1 - c2**2)
    s2 = p1**2 + p2**2 - 2 * p1 * p2 * np.cos(phi) + (r + b * c2 - a * c1)**2
    over_phi = np.sum(s2**-3, axis=-1) * 2 * pi / n
    wa = 0.5 * R1 * w * a.ravel()**2
    wb = 0.5 * R2 * w * b.ravel()**2
    return 2 * pi * np.einsum('ijkl,i,j,k,l->', over_phi, wa, w, wb, w)


def u_of(R1, R2, d):
    r = R1 + R2 + d
    return 2 * R1 * R2 / (r**2 - R1**2 - R2**2)


def closed_energy(A, R1, R2, d):
    u = u_of(R1, R2, d)
    return -A / 3 * (u / (1 - u**2) - np.arctanh(u))


def usual_energy(A, R1, R2, d):
    r = R1 + R2 + d
    x, y = r**2 - (R1 + R2)**2, r**2 - (R1 - R2)**2
    return -A / 6 * (2 * R1 * R2 / x + 2 * R1 * R2 / y + np.log(x / y))


def closed_force(A, R1, R2, d):
    u = u_of(R1, R2, d)
    return -2 * A * (R1 + R2 + d) / (3 * R1 * R2) * u**4 / (1 - u**2)**2


def derjaguin_energy(A, R1, R2, d):
    return -A * R1 * R2 / (6 * d * (R1 + R2))


def far_energy(A, R1, R2, r):
    return -16 * A * R1**3 * R2**3 / (9 * r**6)


def slope(f, x, h):
    return (f(x - 2*h) - 8*f(x - h) + 8*f(x + h) - f(x + 2*h)) / (12 * h)


def close(value, reference, tol):
    return abs(value / reference - 1) < tol


# Model parameters
C6, rho1, rho2 = 100.0, 0.004, 0.005
R1, R2, d = 100.0, 300.0, 15.0
A = pi**2 * C6 * rho1 * rho2
Re = R1 * R2 / (R1 + R2)
r = R1 + R2 + d
strength = C6 * rho1 * rho2


def quad_energy(gap, Ra=R1, Rb=R2):
    return -strength * pair_sum(Ra, Rb, gap)


# Direct quadrature of the definition against the closed form
brute = -strength * brute_pair_sum(1.0, 1.5, 1.0)
brute_error = abs(brute / closed_energy(A, 1.0, 1.5, 1.0) - 1)
assert brute_error < 1e-5

# Closed forms against cap-area quadrature, from small to large gaps
worst = 0.0
for Ra, Rb in [(1.0, 1.0), (1.0, 3.0), (2.0, 0.1), (1.0, 50.0)]:
    for gap in [0.003, 0.05, 0.7, 6.0]:
        reference = quad_energy(gap, Ra, Rb)
        for formula in (closed_energy, usual_energy):
            worst = max(worst, abs(formula(A, Ra, Rb, gap) / reference - 1))
        assert abs(reference) < abs(derjaguin_energy(A, Ra, Rb, gap))
assert worst < 1e-7

# Sum over one ball, and the contribution of one shell of the second ball
z = R1 + d
ball_formula = 4 * pi * R1**3 / (3 * (z**2 - R1**2)**3)
assert close(ball_formula, float(atom_ball_sum(d, R1)), 1e-9)
Ra, b, centre = 1.0, 1.5, 3.5
shell = slope(lambda t: pair_sum(Ra, t, centre - Ra - t), b, 0.005)
v = 2 * Ra * b / (centre**2 - Ra**2 - b**2)
dv = 2 * Ra * (centre**2 - Ra**2 + b**2) / (centre**2 - Ra**2 - b**2)**2
assert close(2 * pi**2 / 3 * v**2 * dv / (1 - v**2)**2, shell, 1e-6)


# Half-spaces: layers at separation h occur with weight h - D
def layer(h):
    return quad(lambda t: 2 * pi * t * h**2 / (h**2 * (1 + t**2))**3,
                0, np.inf, epsabs=0, epsrel=1e-9)[0]


D = 2.0
W_quad = -strength * quad(lambda h: (h - D) * layer(h), D, np.inf,
                          epsabs=0, epsrel=1e-8)[0]
assert close(-A / (12 * pi * D**2), W_quad, 1e-6)

# Parabolic gap between the spheres, covered with half-space energies
E_parabola = quad(lambda s: -2 * pi * s * A
                  / (12 * pi * (d + s**2 / (2 * Re))**2),
                  0, np.inf, epsabs=0, epsrel=1e-9)[0]
E_D = derjaguin_energy(A, R1, R2, d)
assert close(E_D, E_parabola, 1e-7)

# Derjaguin test on quadrature energies and their numerical derivative
table = []
for delta in [0.001, 0.01, 0.1, 0.2, 1.0, 10.0]:
    gap = delta * Re
    e_ratio = quad_energy(gap) / derjaguin_energy(A, R1, R2, gap)
    force = -slope(quad_energy, gap, 0.01 * gap)
    assert close(closed_force(A, R1, R2, gap), force, 1e-5)
    f_ratio = force / (-A * Re / (6 * gap**2))
    first = 1 + delta * (np.log(delta / 2) + 0.5 - Re / (2 * (R1 + R2)))
    if delta <= 0.01:
        assert abs(e_ratio - first) < delta**2
    if delta == 0.01:
        assert abs(f_ratio - (1 - delta)) < delta**2
    table.append((delta, e_ratio, first, f_ratio))
assert all(p[1] > q[1] for p, q in zip(table, table[1:]))


def energy_error(delta):
    gap = delta * Re
    return 1 - closed_energy(A, R1, R2, gap) / derjaguin_energy(A, R1, R2, gap)


def force_error(delta):
    gap = delta * Re
    return 1 - closed_force(A, R1, R2, gap) / (-A * Re / (6 * gap**2))


thresholds = [(e, brentq(lambda t: energy_error(t) - e, 1e-5, 1.0),
               brentq(lambda t: force_error(t) - e, 1e-5, 1.0))
              for e in (0.01, 0.10)]

# Far limit, its first correction, and the atom-count form
r_far = 4000.0
E_at_far = quad_energy(r_far - R1 - R2)
far_ratio = E_at_far / far_energy(A, R1, R2, r_far)
far_first = 1 + 3 * (R1**2 + R2**2) / r_far**2
assert abs((far_ratio - 1) / (far_first - 1) - 1) < 0.03
N1 = rho1 * 4 * pi * R1**3 / 3
N2 = rho2 * 4 * pi * R2**3 / 3
assert close(-N1 * N2 * C6 / r_far**6 * far_first, E_at_far, 1e-3)

E = closed_energy(A, R1, R2, d)
u = u_of(R1, R2, d)
eV = physical_constants['Hartree energy in eV'][0]
print(f"C6 = {C6:.1f} hartree bohr^6")
print(f"rho1, rho2 = {rho1:.3f}, {rho2:.3f} bohr^-3")
print(f"R1, R2, gap d = {R1:.1f}, {R2:.1f}, {d:.1f} bohr")
print(f"centre distance r = {r:.1f} bohr; Re = {Re:.1f} bohr")
print(f"d/Re = {d / Re:.3f} (no unit)")
print(f"Hamaker constant A = {A:.6f} hartree = {A * eV:.4f} eV")
print(f"atoms N1, N2 = {N1:.1f}, {N2:.1f} (no unit)")
print(f"energy of one atom at gap d from ball 1 = "
      f"{-C6 * rho1 * ball_formula:.5e} hartree")
print(f"u = {u:.6f} (no unit)")
print(f"u/(1-u^2) = {u / (1 - u**2):.6f} (no unit)")
print(f"artanh u = {np.arctanh(u):.6f} (no unit)")
print(f"E closed form = {E:.6e} hartree = {E * eV:.5f} eV")
print(f"E cap-area quadrature = {quad_energy(d):.6e} hartree")
print(f"E Derjaguin = {E_D:.6e} hartree = {E_D * eV:.5f} eV")
print(f"E Derjaguin / E closed form = {E_D / E:.4f} (no unit)")
print(f"E far formula at this r = {far_energy(A, R1, R2, r):.6e} hartree")
print(f"force closed form = {closed_force(A, R1, R2, d):.6e} hartree/bohr")
print(f"force Derjaguin = {-A * Re / (6 * d**2):.6e} hartree/bohr")
print("Derjaguin test, R2/R1 = 3, all columns without unit:")
print("d/Re     E/E_D    first-order E/E_D   F/F_D")
for delta, e_ratio, first, f_ratio in table:
    shown = f"{first:.5f}" if delta <= 0.2 else "not used"
    print(f"{delta:<7g}  {e_ratio:.5f}  {shown:<18}  {f_ratio:.5f}")
for e, t_energy, t_force in thresholds:
    print(f"Derjaguin error 1 - exact/approx = {100 * e:.0f} %: "
          f"d/Re = {t_energy:.5f} (energy), {t_force:.5f} (force)")
for size in (1.0, 3.0, 1000.0):
    gap = 0.1 * size / (1 + size)
    ratio = quad_energy(gap, 1.0, size) / derjaguin_energy(A, 1.0, size, gap)
    print(f"E/E_D at d/Re = 0.1, R2/R1 = {size:.0f}: {ratio:.5f} (no unit)")
print(f"far test at r = {r_far:.0f} bohr: E = {E_at_far:.5e} hartree")
print(f"far formula there = {far_energy(A, R1, R2, r_far):.5e} hartree")
print(f"E/E_far = {far_ratio:.6f}; first-order = {far_first:.6f} (no unit)")
print(f"relative deviation, 5-dimensional quadrature "
      f"(R1, R2, d = 1, 1.5, 1 bohr) = {brute_error:.1e}")
print(f"largest relative deviation, cap-area quadrature = {worst:.1e}")
print("PASS")
```

It prints:

```
C6 = 100.0 hartree bohr^6
rho1, rho2 = 0.004, 0.005 bohr^-3
R1, R2, gap d = 100.0, 300.0, 15.0 bohr
centre distance r = 415.0 bohr; Re = 75.0 bohr
d/Re = 0.200 (no unit)
Hamaker constant A = 0.019739 hartree = 0.5371 eV
atoms N1, N2 = 16755.2, 565486.7 (no unit)
energy of one atom at gap d from ball 1 = -4.99528e-05 hartree
u = 0.830737 (no unit)
u/(1-u^2) = 2.680874 (no unit)
artanh u = 1.190511 (no unit)
E closed form = -9.806194e-03 hartree = -0.26684 eV
E cap-area quadrature = -9.806194e-03 hartree
E Derjaguin = -1.644934e-02 hartree = -0.44761 eV
E Derjaguin / E closed form = 1.6774 (no unit)
E far formula at this r = -1.854737e-04 hartree
force closed form = -9.029120e-04 hartree/bohr
force Derjaguin = -1.096623e-03 hartree/bohr
Derjaguin test, R2/R1 = 3, all columns without unit:
d/Re     E/E_D    first-order E/E_D   F/F_D
0.001    0.99280  0.99281             0.99900
0.01     0.95101  0.95108             0.99006
0.1      0.73475  0.74105             0.90614
0.2      0.59615  0.62073             0.82336
1        0.19775  not used            0.41485
10       0.00158  not used            0.00671
Derjaguin error 1 - exact/approx = 1 %: d/Re = 0.00147 (energy), 0.01007 (force)
Derjaguin error 1 - exact/approx = 10 %: d/Re = 0.02507 (energy), 0.10701 (force)
E/E_D at d/Re = 0.1, R2/R1 = 1: 0.73198 (no unit)
E/E_D at d/Re = 0.1, R2/R1 = 3: 0.73475 (no unit)
E/E_D at d/Re = 0.1, R2/R1 = 1000: 0.74312 (no unit)
far test at r = 4000 bohr: E = -2.35715e-10 hartree
far formula there = -2.31319e-10 hartree
E/E_far = 1.019004; first-order = 1.018750 (no unit)
relative deviation, 5-dimensional quadrature (R1, R2, d = 1, 1.5, 1 bohr) = 1.7e-10
largest relative deviation, cap-area quadrature = 2.2e-10
PASS
```
